\section*{The Breit gauge term over Gaussians from current divergences and Boys functions}

\section{Two s functions on one centre}

Hartree atomic units are used, with $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=r_{12}=|\mathbf r|$. The frequency-independent Breit operator is the sum of the Gaunt term $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$ and the gauge term
\begin{equation}
G=\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r}-\frac{(\boldsymbol\alpha_1\cdot\mathbf r)(\boldsymbol\alpha_2\cdot\mathbf r)}{r^3}\right].
\label{G}
\end{equation}
Between orbitals, $\boldsymbol\alpha$ becomes a transition current $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$, so that
\begin{equation}
(ab|G|cd)=\iint j_{ab,i}(\mathbf r_1)\,K_{ik}(\mathbf r)\,j_{cd,k}(\mathbf r_2)\,d^3r_1d^3r_2,\qquad
K_{ik}=\frac12\left(\frac{\delta_{ik}}{r}-\frac{r_ir_k}{r^3}\right).
\label{def}
\end{equation}
Repeated Cartesian indices are summed.

Suppose first that both currents are gradients, $\mathbf j=\nabla u$ and $\mathbf j'=\nabla u'$, with $u$ and $u'$ smooth and rapidly decaying. Since $\partial_ir=r_i/r$ and $\partial_i\partial_kr=\delta_{ik}/r-r_ir_k/r^3$, the kernel is $K_{ik}=\frac12\partial_i\partial_kr$. A derivative with respect to $\mathbf r_2$ is minus one with respect to $\mathbf r$, hence $K_{ik}=-\frac12\partial_{1i}\partial_{2k}r$. One integration by parts per electron (the surface terms are examined in the first derivation below) turns (\ref{def}) into $-\frac12\iint(\nabla\cdot\mathbf j)(\nabla'\cdot\mathbf j')\,r$, and here the divergences are $\nabla^2u$ and $\nabla^2u'$. Moving all derivatives from there onto $r$ takes two integrations by parts per electron, an even number of sign changes. With $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
\begin{equation}
-\frac12\iint(\nabla^2u)(\nabla^2u')\,r=-\frac12\iint uu'\,\nabla^4r=4\pi\int uu'\,d^3r .
\label{grad}
\end{equation}
The Gaunt integral of the same currents is
\begin{equation}
-\iint\frac{\nabla u\cdot\nabla'u'}{r}=-\iint uu'\,\nabla_1\cdot\nabla_2\frac1r=-4\pi\int uu'\,d^3r ,
\end{equation}
because $\nabla_1\cdot\nabla_2(1/r)=-\nabla^2(1/r)=4\pi\delta(\mathbf r)$. The two cancel: the gauge term removes the interaction of longitudinal currents.

Two s Gaussians realise this case. Let $\chi_a=N_ae^{-ar^2}$ and $\chi_b=N_be^{-br^2}$ be normalised, $p=a+b$ and $g=\chi_a\chi_b$. Let each small component follow from the large one by restricted kinetic balance, $\phi^S=\boldsymbol\sigma\cdot\mathbf p\,\chi/(2c)$. The next section shows that the current is then
\begin{equation}
\mathbf j_{ab}=\frac{i}{2c}(\chi_b\nabla\chi_a-\chi_a\nabla\chi_b)+\frac1{2c}\nabla\times(g\boldsymbol\sigma).
\label{jtot}
\end{equation}
The curl has no divergence, so it drops out of the gauge integral. In the Gaunt integral its cross term with a gradient current also vanishes: the gradient can be moved by parts onto $1/r$, changed from $\nabla_1$ to $-\nabla_2$, and moved onto the curl, where it gives that zero divergence. In the first part, $\nabla\chi_a=-2a\mathbf r\chi_a$ gives $-2(a-b)\mathbf r g=\kappa\nabla g$, with $\kappa=(a-b)/p$, since $\nabla g=-2p\mathbf r g$. So $u=i\kappa g/(2c)$. Exchanging $a$ and $b$ gives $u'=-u$, and $uu'=\kappa^2g^2/(4c^2)$. With $N_a^2=(2a/\pi)^{3/2}$, for equal spins on each side,
\begin{equation}
(ab|G|ba)=\frac{\pi\kappa^2}{c^2}\int g^2d^3r=\frac{\pi\kappa^2}{c^2}\left(\frac{\pi}{2p}\right)^{3/2}\left(\frac{4ab}{\pi^2}\right)^{3/2}.
\label{closed}
\end{equation}
For $a=2$ and $b=0.5$ bohr$^{-2}$, $\kappa=0.6$ and $c=137.036$, this is
\[
(1.6729\times10^{-4})(0.36)(0.49805)(0.25801)=7.739\times10^{-6}\ \text{hartree}.
\]
The Gaunt integral with all spins up is $-22.071$ microhartree. Of this, $-7.739$ comes from the gradient current and is cancelled by the gauge term; $-14.332$ comes from the spin current and is the whole Breit integral.

\section{Divergences and the formula to be shown}

In general, neither a pure gradient nor a common centre is available. What survives is that the gauge term sees a current through its divergence, $D_{ab}=\nabla\cdot\mathbf j_{ab}$.

Stripping off the spin functions leaves $2\times2$ matrices. The current has a block LS, with the large component on the left, and a block SL. From $\phi_b^S=-i\sigma_k\partial_k\chi_b/(2c)$ and its adjoint,
\begin{equation}
j_i^{LS}=-\frac{i}{2c}\chi_a\,\partial_k\chi_b\,\sigma_i\sigma_k,\qquad
j_i^{SL}=\frac{i}{2c}\chi_b\,\partial_k\chi_a\,\sigma_k\sigma_i .
\label{blocks}
\end{equation}
Insert $\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikm}\sigma_m$. The spin parts are $\epsilon_{ikm}\chi_a\partial_k\chi_b\sigma_m/(2c)$ and, because $\epsilon_{kim}=-\epsilon_{ikm}$, $\epsilon_{ikm}\chi_b\partial_k\chi_a\sigma_m/(2c)$. Their sum is the curl in (\ref{jtot}), and the $\delta_{ik}$ parts give its first term.

Now apply $\partial_i$ to (\ref{blocks}). In the terms with second derivatives, $\partial_i\partial_k$ is symmetric, so $\sigma_i\sigma_k$ reduces to $\delta_{ik}$. The terms with two first derivatives give $\nabla\chi_a\cdot\nabla\chi_b+i\boldsymbol\sigma\cdot(\nabla\chi_a\times\nabla\chi_b)$ in both blocks. Therefore
\begin{align}
D^{LS}&=-\frac{i}{2c}\left[\nabla\cdot(\chi_a\nabla\chi_b)+i\boldsymbol\sigma\cdot(\nabla\chi_a\times\nabla\chi_b)\right],\label{DLS}\\
D^{SL}&=\frac{i}{2c}\left[\nabla\cdot(\chi_b\nabla\chi_a)+i\boldsymbol\sigma\cdot(\nabla\chi_a\times\nabla\chi_b)\right].\label{DSL}
\end{align}
With equal coefficients for large and small functions the spin parts cancel, and $D=\frac{i}{2c}(\chi_b\nabla^2\chi_a-\chi_a\nabla^2\chi_b)$. In a Dirac calculation the coefficients are independent, and the blocks must be kept apart.

Each $D$ is a sum of products of Cartesian Gaussians, since $\partial_x(x_A^ie^{-ax_A^2})=(ix_A^{i-1}-2ax_A^{i+1})e^{-ax_A^2}$ with $x_A=x-A_x$. Such products are expanded in Hermite Gaussians
\begin{equation}
\Lambda_m(\mathbf r;p,\mathbf P)=\partial_{\mathbf P}^{m}e^{-p|\mathbf r-\mathbf P|^2},\qquad m=(t,u,v),\quad |m|=t+u+v,
\end{equation}
where $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. In one dimension the expansion starts from
\[
e^{-ax_A^2-bx_B^2}=e^{-ab(A_x-B_x)^2/p}\,\Lambda_0 .
\]
Powers are raised with $x_A=x_P+(P_x-A_x)$ and with
\begin{equation}
\Lambda_{t+1}=\partial_P^t\left(2p\,x_P\,e^{-px_P^2}\right)=2p\,(x_P\Lambda_t-t\Lambda_{t-1}),
\end{equation}
that is, $x_P\Lambda_t=\Lambda_{t+1}/(2p)+t\Lambda_{t-1}$. If $E_t$ are the coefficients before multiplication by $x_A$, those after it are
\begin{equation}
E'_t=\frac{E_{t-1}}{2p}+(P_x-A_x)E_t+(t+1)E_{t+1}.
\end{equation}
Multiplication by $x_B$ has $P_x-B_x$ instead. The result is $D_{ab}=\sum_md_m\Lambda_m(p,\mathbf P)$, and likewise $D_{cd}=\sum_{m'}d'_{m'}\Lambda_{m'}(q,\mathbf Q)$.

Since $D$ is the divergence of a decaying current, $\int D\,d^3r=0$. Every $\Lambda_m$ with $|m|\ge1$ integrates to zero, while $\int\Lambda_0\,d^3r=(\pi/p)^{3/2}$. Hence $d_0=d'_0=0$: the distributions are neutral.

Let $\mathbf R=\mathbf P-\mathbf Q$, $\rho=pq/(p+q)$, $T=\rho R^2$, and let $F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt$ be the Boys functions. The formula to be shown is
\begin{equation}
(ab|G|cd)=-\frac{\pi^{5/2}\sqrt{p+q}}{(pq)^2}\sum_{m,m'}d_m\,d'_{m'}(-1)^{|m'|}S_{m+m'} ,
\label{main}
\end{equation}
where $S_m=S_m^0$ follows from
\begin{equation}
S^n_{000}=(-2\rho)^nG_n,\qquad S^n_{t+1,u,v}=X\,S^{n+1}_{tuv}+t\,S^{n+1}_{t-1,u,v},\qquad
G_n=\tfrac12(F_n-F_{n-1})\quad(n\ge1),
\label{rec}
\end{equation}
with $X=R_x$, and correspondingly for $y$ and $z$. Neutrality makes $|m+m'|\ge2$, and each step of the recursion raises $n$, so it ends on $n\ge1$. No $G_0$ is needed. If the four functions have total angular momentum $L$, the two divergences raise the Hermite order to at most $L+4$, which is also the highest Boys index.

\section{First derivation: integration by parts}

Start from $K_{ik}=-\frac12\partial_{1i}\partial_{2k}r$. The kernel is of size $1/r$ and integrable, so a ball of radius $\varepsilon$ around $r=0$ can be cut out and $\varepsilon$ sent to zero. Integrate by parts over $\mathbf r_1$, with $\mathbf r_2$ fixed. The surface term at infinity vanishes by the decay of the current. On the small sphere, $\partial_{2k}r=-r_k/r$ is bounded and the area is $4\pi\varepsilon^2$, so that term vanishes too. In the integration over $\mathbf r_2$ the surface integrand contains $r=\varepsilon$ and is smaller still. Thus
\begin{align}
\iint j_i\,j'_k\,\partial_{1i}\partial_{2k}r&=-\iint D\,j'_k\,\partial_{2k}r=\iint D\,D'\,r,\\
(ab|G|cd)&=-\frac12\iint D_{ab}(\mathbf r_1)\,D_{cd}(\mathbf r_2)\,r_{12}\,d^3r_1d^3r_2 .
\label{parts}
\end{align}

The basic integral is that of $r$ between two spherical Gaussians. Completing the square,
\begin{equation}
p|\mathbf r_1-\mathbf P|^2+q|\mathbf r_1-\mathbf r-\mathbf Q|^2=(p+q)|\mathbf r_1-\mathbf W|^2+\rho|\mathbf r-\mathbf R|^2,
\end{equation}
with $\mathbf W=[p\mathbf P+q(\mathbf r+\mathbf Q)]/(p+q)$. The integral over $\mathbf r_1$ gives $[\pi/(p+q)]^{3/2}$, so the basic integral is
\begin{equation}
I=\left(\frac{\pi^2}{pq}\right)^{3/2}\langle r\rangle,\qquad
\langle r\rangle=\left(\frac{\rho}{\pi}\right)^{3/2}\int r\,e^{-\rho|\mathbf r-\mathbf R|^2}d^3r .
\end{equation}
The angular integration leaves
\begin{equation}
\langle r\rangle=\sqrt{\frac\rho\pi}\,\frac1R\int_0^\infty r^2\left[e^{-\rho(r-R)^2}-e^{-\rho(r+R)^2}\right]dr .
\end{equation}
Reversing the sign of $r$ in the second term turns the integral into one over the whole line, with integrand $\mathrm{sgn}(x)\,x^2e^{-\rho(x-R)^2}$. Put $x=R+y$ and expand $x^2=R^2+y^2+2Ry$. The sign is $+1$ for $y>-R$ and $-1$ below. For the even part $R^2+y^2$ the tails cancel and $|y|<R$ remains. For the odd part $2Ry$ the tails add, giving $4R\int_R^\infty ye^{-\rho y^2}dy=2Re^{-T}/\rho$. With $y=Rt$ in the even part,
\begin{equation}
\langle r\rangle=\sqrt{\frac\rho\pi}\left[2R^2(F_0+F_1)+\frac{2e^{-T}}{\rho}\right]
=\frac{2}{\sqrt{\pi\rho}}\left[T(F_0+F_1)+e^{-T}\right].
\end{equation}
Integrating $d(te^{-Tt^2})/dt$ from 0 to 1 gives $e^{-T}=F_0-2TF_1$. Replacing $TF_1$ by $(F_0-e^{-T})/2$,
\begin{equation}
\langle r\rangle=\frac{2}{\sqrt{\pi\rho}}\,G_0(T),\qquad G_0=\tfrac12\left[(1+2T)F_0+e^{-T}\right].
\end{equation}

Let $G_n=(-d/dT)^nG_0$. From $F_n'=-F_{n+1}$,
\begin{equation}
G_0'=\tfrac12\left[2F_0-(1+2T)F_1-e^{-T}\right]=\tfrac12(F_0-F_1),
\end{equation}
where $e^{-T}=F_0-2TF_1$ was used again. So $G_1=\frac12(F_1-F_0)$, and each further $-d/dT$ raises both indices by one. This is $G_n$ of (\ref{rec}).

For Hermite Gaussians, $\partial_{\mathbf P}$ and $\partial_{\mathbf Q}$ are taken outside the integral. As $I$ depends on $\mathbf R$ alone, $\partial_{\mathbf P}=\partial_{\mathbf R}$ and $\partial_{\mathbf Q}=-\partial_{\mathbf R}$, which gives the sign $(-1)^{|m'|}$ and $S_m=\partial^m_{\mathbf R}G_0(\rho R^2)$. Define $S_m^n=\partial_{\mathbf R}^m[(-2\rho)^nG_n]$. One derivative of the bracket is
\begin{equation}
\partial_X\left[(-2\rho)^nG_n\right]=(-2\rho)^n(-G_{n+1})\,2\rho X=X(-2\rho)^{n+1}G_{n+1}.
\label{dG}
\end{equation}
Applying $\partial_X^t$ to the product on the right yields the two terms of the recursion. The prefactor is
\begin{equation}
-\frac12\left(\frac{\pi^2}{pq}\right)^{3/2}\frac{2}{\sqrt{\pi\rho}}=-\frac{\pi^{5/2}\sqrt{p+q}}{(pq)^2},
\label{pref}
\end{equation}
and (\ref{main}) is obtained.

The one-centre case checks it. There $D_{ab}=\frac{i\kappa}{2c}\nabla^2g$, $q=p$, $\rho=p/2$ and $T=0$. Since $F_n(0)=1/(2n+1)$, $G_2(0)=\frac12(\frac15-\frac13)=-\frac1{15}$. At $\mathbf R=0$ the recursion gives $S_{400}=3S^2_{000}$ and $S_{220}=S^2_{000}$. The operator $\nabla^4$ has three terms of the first kind and six of the second, hence $15\cdot4\rho^2G_2(0)=-4\rho^2=-p^2$. Formula (\ref{main}) becomes
\begin{equation}
-\frac{\pi^{5/2}\sqrt{2p}}{p^4}\,\frac{\kappa^2N_a^2N_b^2}{4c^2}(-p^2)=\frac{\pi\kappa^2}{c^2}N_a^2N_b^2\left(\frac{\pi}{2p}\right)^{3/2},
\end{equation}
in agreement with (\ref{closed}).

\section{Second derivation: momentum space}

This route starts again from (\ref{def}) and uses neither $\langle r\rangle$ nor $G_0$. Let $\tilde f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)d^3r$. Then $1/r$ becomes $4\pi/k^2$, a derivative $\partial_k$ becomes a factor $ik_k$, and a factor $r_i$ becomes $i\partial/\partial k_i$. Writing $r_ir_k/r^3=-r_i\partial_k(1/r)$, its transform is
\begin{equation}
-i\frac{\partial}{\partial k_i}\left(ik_k\frac{4\pi}{k^2}\right)=4\pi\left(\frac{\delta_{ik}}{k^2}-\frac{2k_ik_k}{k^4}\right).
\end{equation}
No delta function arises at $\mathbf k=0$: the function differentiated grows as $1/k$, and its flux through a small sphere vanishes with the radius. In $\tilde K_{ik}$ the $\delta_{ik}$ parts cancel, and
\begin{equation}
\tilde K_{ik}(\mathbf k)=\frac{4\pi k_ik_k}{k^4}.
\end{equation}
The kernel is purely longitudinal. Added to the Gaunt kernel $-4\pi\delta_{ik}/k^2$, it leaves $-4\pi(\delta_{ik}-k_ik_k/k^2)/k^2$, which acts on transverse currents alone. This extends the cancellation of the first section to any pair of currents.

In (\ref{def}) the factor $e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$ selects $\tilde{\mathbf j}(-\mathbf k)$ and $\tilde{\mathbf j}'(\mathbf k)$. Since $\tilde D(\mathbf k)=i\mathbf k\cdot\tilde{\mathbf j}(\mathbf k)$, the two factors multiply as $(-i)(i)=1$, and
\begin{equation}
(ab|G|cd)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^4}\,\tilde D_{ab}(-\mathbf k)\,\tilde D_{cd}(\mathbf k).
\label{kspace}
\end{equation}
Each $\tilde D$ vanishes at least linearly at $\mathbf k=0$, so the integrand is of size $1/k^2$ there and the integral converges.

The transform of $e^{-p|\mathbf r-\mathbf P|^2}$ is $(\pi/p)^{3/2}e^{-k^2/4p}e^{-i\mathbf k\cdot\mathbf P}$, and $1/4p+1/4q=1/4\rho$. A pair of Hermite terms contributes $(\pi^2/pq)^{3/2}(-1)^{|m'|}V_{m+m'}$, with
\begin{equation}
V_m=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^4}\,e^{-k^2/4\rho}\,\partial_{\mathbf R}^m e^{i\mathbf k\cdot\mathbf R},\qquad|m|\ge2 .
\end{equation}
Write $1/k^4=\int_0^\infty s\,e^{-sk^2}ds$. The derivatives supply $|m|\ge2$ powers of $k$, so the double integral converges absolutely and the order may be exchanged. With $w=s+1/4\rho$ the $\mathbf k$ integral is $\partial^m_{\mathbf R}(4\pi w)^{-3/2}e^{-R^2/4w}$. Substitute $w=1/(4\rho t^2)$, where $t$ runs from 1 to 0 as $s$ runs from 0 to $\infty$:
\begin{equation}
s=\frac{1-t^2}{4\rho t^2},\qquad |ds|=\frac{dt}{2\rho t^3},\qquad (4\pi w)^{-3/2}=\left(\frac{\rho}{\pi}\right)^{3/2}t^3 .
\end{equation}
The constants combine to $4\pi(\rho/\pi)^{3/2}/(8\rho^2)=1/(2\sqrt{\pi\rho})$, and
\begin{equation}
V_m=\frac{1}{2\sqrt{\pi\rho}}\int_0^1\frac{1-t^2}{t^2}\,\partial^m_{\mathbf R}e^{-\rho t^2R^2}\,dt .
\label{Vm}
\end{equation}
At least one derivative is present; let it be $\partial_X$, which brings down $-2\rho t^2X$ and cancels the $t^{-2}$. That one derivative gives
\begin{equation}
\int_0^1\frac{1-t^2}{t^2}\,\partial_Xe^{-\rho t^2R^2}dt=-2\rho X(F_0-F_1)=-2\,X(-2\rho)G_1=-2\,S_{100}.
\end{equation}
The remaining derivatives act on both sides alike. Because $G_n'=-G_{n+1}$ follows for $n\ge1$ from $F_n'=-F_{n+1}$, equation (\ref{dG}) and the recursion hold as before. So $V_m=-S_m/\sqrt{\pi\rho}$. Multiplied by $(\pi^2/pq)^{3/2}$ this has the prefactor (\ref{pref}), and (\ref{main}) is recovered.

The difference $F_{n-1}-F_n=\int_0^1t^{2n-2}(1-t^2)e^{-Tt^2}dt$ now has an origin: the weight $1-t^2$ comes from the factor $s$ that distinguishes $1/k^4$ from the Coulomb $1/k^2$. It also shows that $G_n<0$ for all $n\ge1$.

\section{A four-centre integral}

Take normalised functions 1 (s, exponent 1.2, at the origin), 2 ($p_z$, 0.8, at $(0,0.3,1)$), 3 ($p_x$, 0.9, at $(0.5,0,0.4)$) and 4 (s, 0.5, at $(-0.4,0.6,0)$), in bohr and bohr$^{-2}$. For $(12|34)$, $p=2.0$, $q=1.4$ and $\rho=2.8/3.4=0.8235$. The centres are $\mathbf P=(0,0.12,0.4)$ and $\mathbf Q=(0.1786,0.2143,0.2571)$, so $R^2=0.06119$ and $T=0.05039$. From $F_0=0.98345$, $F_1=0.32343$ and $F_2=0.19294$ follow $G_1=-0.33001$ and $G_2=-0.06525$. One of the quantities needed for the separate blocks is
\begin{equation}
S_{200}=-2\rho G_1+4\rho^2X^2G_2=0.5435-0.0056=0.5379 .
\end{equation}
Here $L=2$, and the Boys functions run up to $F_6$.

With all spins up, the gauge integral is $-0.706-0.139i$ microhartree for LS$|$LS and $2.717-0.237i$ for LS$|$SL. For the summed currents it is $-0.445$. By linearity the other two blocks add up to $-2.456+0.376i$, so the blocks largely cancel. The summed value is real because each $D$ is then $i$ times a real function. The Gaunt integral is $-2.843-0.450i$ and the Breit integral $-3.289-0.450i$ microhartree. Here the gauge term adds to the real part of the Gaunt term. This is no mark of the number of centres, since the gauge integral changes sign when the two functions of one pair are exchanged: for the summed currents $D_{dc}=-D_{cd}$, so $(12|G|43)=+0.445$ microhartree, and in the one-centre example $(ab|G|ab)=-7.739$ microhartree. The Gaunt integral does not simply change sign, because the exchange reverses the first term of (\ref{jtot}) and leaves the curl unchanged. For $(ab|ab)$ it is $7.739-14.332=-6.593$ microhartree, so the gauge term adds to it on one centre. For $(12|43)$ its real part is $-6.846$ microhartree, so the gauge term opposes it on four centres. The numerical check integrates the tensor kernel (\ref{def}) numerically and finds agreement in all 16 spin elements of LS$|$LS, LS$|$SL and the summed currents of $(12|34)$.

\section{What each derivation assumes}

Both derivations take the instantaneous kernel (\ref{G}) and assume smooth, decaying currents, as Gaussian functions provide. Neither needs the orbitals to solve a Dirac equation, and kinetic balance enters through (\ref{DLS}) and (\ref{DSL}) alone. Other Gaussian small-component functions with the same exponents and centres change $d_m$ alone. Another exponent or centre also changes $p$ and $\mathbf P$, while the form of (\ref{main}) stays. If the normal component of a current jumped across a surface, $D$ would acquire a surface layer, which must be kept on either route.

They differ in the use of neutrality. In real space, (\ref{parts}) follows from surface terms alone, and the integral of $r_{12}$ between charged Gaussians is finite. Neutrality is used afterwards, to discard $G_0$. In momentum space it is needed from the moment $\mathbf k\cdot\tilde{\mathbf j}$ is replaced by a separately expanded $\tilde D$, since neutrality of both distributions makes (\ref{kspace}) converge absolutely, term by term.

The difference matters if $D$ is approximated, for instance by fitting it in an auxiliary basis. Should both fitted distributions carry a net charge, (\ref{kspace}) diverges at small $k$. Formula (\ref{parts}) then returns a finite but spurious number containing $G_0$, which at large separation grows in proportion to $R$: there $F_0\to\frac12\sqrt{\pi/T}$, so $G_0\to\frac12\sqrt{\pi T}$. The true integral falls off at least as fast as $1/R$, as (\ref{def}) shows. A charge on one side alone is harmful too: against the dipole moment of the other distribution it gives a first derivative of $\langle r\rangle$ with respect to $\mathbf R$, which tends to a constant at large $R$. A fit must therefore keep $\int D\,d^3r=0$ as a constraint on each distribution.

The real-space route gives the integral of $r_{12}$ for charged distributions as well. The momentum-space route gives less, but it shows why the gauge term acts on longitudinal currents and leads to $F_n-F_{n-1}$ without passing through $G_0$.

\section*{Computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.
ONE CENTRE (ab|ba): a = 2.0, b = 0.5 bohr^-2, (a-b)/(a+b) = 0.6000
  G_2(0) = -0.06666667
  gauge, closed form      = 7.739149 microhartree
  gauge, Boys functions   = 7.739149 microhartree
  gauge, direct quadrature= 7.739149 microhartree
  Gaunt, spin-independent = -7.739149 microhartree
  Gaunt, all spins up     = -22.070906 microhartree
  Gaunt, spin-current part= -14.331757 microhartree
  Breit, all spins up     = -14.331757 microhartree
FOUR CENTRES (12|34)
  function 1: s, exponent 1.2 bohr^-2, centre (0.0, 0.0, 0.0) bohr
  function 2: pz, exponent 0.8 bohr^-2, centre (0.0, 0.3, 1.0) bohr
  function 3: px, exponent 0.9 bohr^-2, centre (0.5, 0.0, 0.4) bohr
  function 4: s, exponent 0.5 bohr^-2, centre (-0.4, 0.6, 0.0) bohr
  p = 2.0000, q = 1.4000, rho = 0.823529 bohr^-2
  P = (0.000000, 0.120000, 0.400000) bohr
  Q = (0.178571, 0.214286, 0.257143) bohr
  T = 0.050388
  F_0(T) = 0.98345480
  F_1(T) = 0.32343470, G_1(T) = -0.33001005
  F_2(T) = 0.19294082, G_2(T) = -0.06524694
  F_3(T) = 0.13737224, G_3(T) = -0.02778429
  F_4(T) = 0.10662661, G_4(T) = -0.01537281
  F_5(T) = 0.08711647, G_5(T) = -0.00975507
  F_6(T) = 0.07363743, G_6(T) = -0.00673952
  LS|LS gauge, all spins up, microhartree:
    Boys   -0.706286 -0.138885 i
    direct -0.706286 -0.138885 i
    largest relative difference, 16 spin elements: 4.0e-15
  LS|SL gauge, all spins up, microhartree:
    Boys   2.716757 -0.237476 i
    direct 2.716757 -0.237476 i
    largest relative difference, 16 spin elements: 4.9e-15
  TOT|TOT gauge, all spins up, microhartree:
    Boys   -0.445362 +0.000000 i
    direct -0.445362 -0.000000 i
    largest relative difference, 16 spin elements: 5.9e-14
  TOT|TOT Gaunt, all spins up = -2.843158 -0.449910 i microhartree
  TOT|TOT Breit, all spins up = -3.288520 -0.449910 i microhartree
  largest relative Hermite monopole of div j: 1.3e-15
\end{verbatim}
